\section*{Transfer of a Germanium Gamma-Valley Electron to the L Valleys}

\section*{Problem}

An electron rests at the bottom of the Gamma valley of germanium, at an energy $E_0=0.14$ eV above the bottom of the L valleys. It passes to L by absorbing or emitting one phonon of energy $\hbar\omega=28$ meV. The coupling constant is $D=4.2\times10^{8}$ eV/cm and the lattice is at 300 K. Find the lifetime of the electron against this transfer.

Take the mass density $\rho=5.32$ g/cm$^3$ and the L-valley masses $m_l=1.59\,m_e$ and $m_t=0.082\,m_e$. The L valleys are parabolic and empty, the phonon energy does not depend on wavevector, and $D$ is constant. All electron energies below are measured from the L edge unless another origin is named.

\section*{A tempting solution}

The electron leaves Gamma and arrives in an L valley. Its final energy is $E_0+\hbar\omega$ after absorption and $E_0-\hbar\omega$ after emission. With $N$ the mean phonon number and $g(E)$ the density of states of the valley, the golden rule gives
\begin{equation}
\frac1{\tau_1}=\frac{\pi D^2}{\rho\omega}
\left[N g(E_0+\hbar\omega)+(N+1)g(E_0-\hbar\omega)\right].
\label{eq:wrong}
\end{equation}
One electron can end in one valley, so the density of states of one valley is used. The numbers then give $\tau_1=1.0$ ps.

\section*{Where it fails}

Equation \eqref{eq:wrong} is a correct partial rate, into one chosen L valley. It is not the rate of leaving Gamma. That the electron ends in a single valley makes the possible outcomes mutually exclusive; it does not remove the other outcomes. Probabilities of exclusive outcomes add, and so do their rates.

No interference between valleys changes this addition. Final states in different valleys have different electron wavevectors and are orthogonal. The golden rule sums squared matrix elements over such states.

The number of valleys needs care too. The L points are
\begin{equation}
\mathbf k_L=\frac{2\pi}{a}\left(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12\right),
\end{equation}
where $a$ is the cubic lattice constant. There are eight sign choices. In units of $2\pi/a$, the reciprocal lattice vectors of a face-centred cubic crystal have integer components that are all even or all odd. Opposite L points differ by a vector such as $(1,1,1)$, which belongs to this set, so they are the same point of the crystal's wavevector space. Points that differ in one or two signs are separated by vectors such as $(1,0,0)$ or $(1,1,0)$, which do not belong to it. The eight points therefore form four pairs, and the number of valleys is $Z=4$. In a drawing of the Brillouin zone one sees eight half-ellipsoids, which make four whole ones.

\section*{The right solution}

\subsection*{Strength of the phonon coupling}

Let the crystal have volume $V$. For one branch, the displacement amplitude is
\begin{equation}
u(\mathbf r)=\sum_{\mathbf q}A
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+a_{\mathbf q}^{\dagger}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
It is normalized so that the kinetic energy density is $\rho\dot u^2/2$, with $\rho$ the full mass density. This convention is part of the definition of $D$, since the interaction is written as $Du$.

The amplitude $A$ follows from the zero-point energy. In the ground state only $a_{\mathbf q}a_{\mathbf q}^{\dagger}$ has a nonzero mean, equal to one, so each mode contributes $A^2$ to $\langle u^2\rangle$ and $\omega^2A^2$ to $\langle\dot u^2\rangle$. The kinetic energy of an oscillator is half of its zero-point energy $\hbar\omega/2$. Hence
\begin{equation}
\frac12\rho V\omega^2A^2=\frac{\hbar\omega}{4},
\qquad
A^2=\frac{\hbar}{2\rho V\omega}.
\end{equation}

For an electron going from $\mathbf k$ to $\mathbf k'$, crystal momentum selects $\mathbf q=\mathbf k'-\mathbf k$ for absorption and $\mathbf q=\mathbf k-\mathbf k'$ for emission, up to a reciprocal lattice vector. Each final electron state thus has one mode for each process. If that mode holds $n$ phonons, the squared matrix element of $a_{\mathbf q}$ is $n$ and that of $a_{\mathbf q}^{\dagger}$ is $n+1$. The thermal mean of $n$ follows from the weights $p_n=(1-x)x^n$ with $x=e^{-\hbar\omega/kT}$:
\begin{equation}
N=(1-x)\sum_{n=0}^{\infty}n x^n=\frac{x}{1-x}
=\frac1{e^{\hbar\omega/kT}-1}.
\end{equation}
The averaged squared matrix elements are therefore
\begin{equation}
|M_{\rm abs}|^2=\frac{\hbar D^2}{2\rho V\omega}N,
\qquad
|M_{\rm em}|^2=\frac{\hbar D^2}{2\rho V\omega}(N+1).
\end{equation}
Any factor from the overlap of the Gamma and L Bloch functions is contained in $D$.

\subsection*{Final states in one valley}

With $\mathbf k$ measured from the valley centre along the ellipsoid axes,
\begin{equation}
E=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}
+\frac{k_z^2}{m_l}\right).
\end{equation}
Set $k_{x,y}=\sqrt{m_t/m_d}\,p_{x,y}$ and $k_z=\sqrt{m_l/m_d}\,p_z$. The energy becomes $\hbar^2p^2/2m_d$, and the volume element becomes
\begin{equation}
d^3k=\frac{m_t\sqrt{m_l}}{m_d^{3/2}}\,d^3p .
\end{equation}
The factor is one if $m_d=(m_lm_t^2)^{1/3}$. The number of states below $E$, per volume and for one spin, is then that of a sphere:
\begin{equation}
\nu(E)=\frac1{(2\pi)^3}\frac{4\pi}{3}
\left(\frac{2m_dE}{\hbar^2}\right)^{3/2}
=\frac{(2m_dE)^{3/2}}{6\pi^2\hbar^3}.
\end{equation}
Its derivative is
\begin{equation}
g(E)=\frac{d\nu}{dE}
=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3},\qquad E>0,
\label{eq:dos}
\end{equation}
and $g=0$ for $E<0$. The phonon coupling conserves spin, so this density is not doubled. Doubling it, or counting eight valleys, would halve the lifetime.

\subsection*{The total rate}

The golden rule for absorption reads
\begin{align}
W_{\rm abs}
&=\frac{2\pi}{\hbar}\sum_{\rm valleys}\sum_{\mathbf k'}
|M_{\rm abs}|^2\,\delta(E_{\mathbf k'}-E_0-\hbar\omega)\\
&=\frac{2\pi}{\hbar}\,\frac{\hbar D^2N}{2\rho V\omega}\,
Z\,V g(E_0+\hbar\omega)
=\frac{\pi D^2Z}{\rho\omega}N g(E_0+\hbar\omega).
\end{align}
The sum over $\mathbf k'$ in one valley gave $Vg$, and the volume cancelled. Emission replaces $N$ by $N+1$ and the final energy by $E_0-\hbar\omega$. Adding the two rates,
\begin{equation}
\boxed{\frac1\tau=\frac{\pi D^2Z}{\rho\omega}
\left[N g(E_0+\hbar\omega)+(N+1)g(E_0-\hbar\omega)\right]}
\label{eq:right}
\end{equation}
with $Z=4$. If nothing returns to Gamma, the survival probability obeys $\dot P=-P/\tau$, so $P=e^{-t/\tau}$ and $\tau$ is the mean lifetime.

\subsection*{Numbers}

The density-of-states mass is
\begin{equation}
m_d=(1.59\times0.082^2)^{1/3}m_e=0.2203\,m_e .
\end{equation}
This is the mass of one valley. Some tabulated masses already contain the valley number through a factor $Z^{2/3}$; with such a mass, the separate factor $Z$ in \eqref{eq:right} must be dropped.

At 300 K, $kT=25.85$ meV, so
\begin{equation}
N=\frac1{e^{28/25.85}-1}=0.512 .
\end{equation}
The final energies are 0.168 eV and 0.112 eV. Equation \eqref{eq:dos} gives
\begin{align}
g(0.168\ {\rm eV})&=1.444\times10^{20}\ {\rm eV^{-1}cm^{-3}},\\
g(0.112\ {\rm eV})&=1.179\times10^{20}\ {\rm eV^{-1}cm^{-3}}.
\end{align}
In SI units $D=6.729\times10^{-9}$ J/m and $\omega=4.254\times10^{13}$ s$^{-1}$. The common factor for one valley is
\begin{equation}
\frac{\pi D^2}{\rho\omega}
=\frac{\pi(6.729\times10^{-9})^2}{5320\times4.254\times10^{13}}
\ {\rm J\,m^3/s}
=3.923\times10^{-9}\ {\rm eV\,cm^3/s}.
\end{equation}
The partial rates into all four valleys are
\begin{align}
W_{\rm abs}&=4(3.923\times10^{-9})(0.512)(1.444\times10^{20})
\ {\rm s^{-1}}=1.16\ {\rm ps^{-1}},\\
W_{\rm em}&=4(3.923\times10^{-9})(1.512)(1.179\times10^{20})
\ {\rm s^{-1}}=2.80\ {\rm ps^{-1}}.
\end{align}
Their sum is $3.96$ ps$^{-1}$, and
\begin{equation}
\tau=0.25\ {\rm ps}.
\end{equation}
This is one quarter of the tempting answer.

The rate was tested by summing directly over $\mathbf k$ states of the anisotropic ellipsoids, with the delta function replaced by a Gaussian of standard deviation 4 meV. The sum gave 3.9553 ps$^{-1}$, against 3.9558 ps$^{-1}$ from \eqref{eq:right}. This supports the density of states. The squared matrix elements and the number of valleys enter the sum as inputs, so they were tested separately: the amplitude $A$ on a ring of coupled masses, the factors $N$ and $N+1$ on a numerically solved oscillator, and $Z$ by counting inequivalent L points. None of these tests bears on the accuracy of $D$ for germanium.

\section*{Temperature and band separation}

At zero temperature $N=0$ and only emission remains. With the bands and coupling held fixed, the ratio of lifetimes is
\begin{equation}
\frac{\tau(0)}{\tau(T)}=N+1+N
\sqrt{\frac{E_0+\hbar\omega}{E_0-\hbar\omega}} .
\end{equation}
At 300 K this is $1.512+0.512\sqrt{1.5}=2.14$, so $\tau(0)=0.54$ ps. Thermal phonons shorten the lifetime both by permitting absorption and by stimulating emission. When $kT\gg\hbar\omega$, both $N$ and $N+1$ approach $kT/\hbar\omega$ and the rate grows in proportion to $T$. At 300 K, $N$ and $N+1$ still differ by a factor of about three, but their deviations from $kT/\hbar\omega$ nearly cancel in the sum. The rate is then only 4\% above the value found by replacing both with $kT/\hbar\omega$.

If the phonon energy is small compared with $E_0$, expand $g$ about $E_0$ and use $g'(E_0)=g(E_0)/2E_0$. To first order in $\hbar\omega/E_0$ at fixed $N$,
\begin{equation}
N g(E_0+\hbar\omega)+(N+1)g(E_0-\hbar\omega)
\simeq g(E_0)\left(2N+1-\frac{\hbar\omega}{2E_0}\right).
\end{equation}
The parts proportional to $N$ cancel at first order, leaving the correction from spontaneous emission. Here the bracket is $2.024-0.100=1.924$; the unexpanded expression gives 1.913. The rate therefore varies roughly as $\sqrt{E_0}$. Lowering $E_0$ to 0.13 eV lengthens the lifetime to 0.264 ps, and raising it to 0.15 eV shortens it to 0.243 ps, all other parameters being fixed.

The coupling matters more, since $\tau\propto D^{-2}$. Raising $D$ by 10\% multiplies the lifetime by $1/1.21=0.83$; lowering it by 10\% multiplies the lifetime by $1/0.81=1.23$.

\section*{Can the electron come back?}

After emission the electron has energy 0.112 eV. Absorbing a phonon would bring it to the Gamma edge, where the density of states vanishes, so the golden rule with sharp energies gives no one-phonon return. After absorption it has 0.168 eV. Emission again leads to the Gamma edge and has zero rate, but a second absorption reaches a Gamma state with kinetic energy 0.056 eV.

The rate of that second absorption follows from scaling the absorption rate into one L valley, $1.16/4=0.29$ ps$^{-1}$. With $m_\Gamma=0.038\,m_e$,
\begin{equation}
W_{\rm ret}=0.29\left(\frac{0.038}{0.2203}\right)^{3/2}
\sqrt{\frac{0.056}{0.168}}\ {\rm ps^{-1}}
\simeq0.012\ {\rm ps^{-1}}.
\end{equation}
It is small because the light Gamma valley has few states.

For electrons thermalized in L, detailed balance gives the mean return rate. A Gamma state at energy $E$ emits with weight $e^{-E/kT}(N+1)$. The reverse absorption starts at $E-\hbar\omega$ and has weight
\begin{equation}
e^{-(E-\hbar\omega)/kT}N=e^{-E/kT}(N+1),
\end{equation}
because $e^{\hbar\omega/kT}N=N+1$. The two flows balance, and the same holds for absorption from Gamma and its reverse. The mean return rate is thus the mean Gamma-to-L rate times the equilibrium population ratio
\begin{equation}
\frac{n_\Gamma}{n_L}=\frac1Z
\left(\frac{m_\Gamma}{m_d}\right)^{3/2}e^{-E_0/kT}
=8.0\times10^{-5}.
\end{equation}
For a Maxwell distribution in Gamma the mean forward rate is 4.51 ps$^{-1}$, so the return rate is $3.6\times10^{-4}$ ps$^{-1}$. Return to Gamma is slow on the scale of $\tau$ in both cases.

\section*{A thermal population is a different problem}

Germanium also has six Delta valleys, along the cube axes. Suppose their edge lies $h=40$ meV above the Gamma edge. An electron at the Gamma edge cannot reach them with one 28 meV phonon. An electron with kinetic energy above $40-28=12$ meV can, and 82\% of a Maxwell distribution in Gamma at 300 K lies above that threshold.

To average the rate over this distribution, one needs the mean of $\sqrt{\varepsilon+b}$, where $\varepsilon$ is the kinetic energy. For $b>0$ set $\varepsilon=(b/2)(\cosh t-1)$ and $z=b/2kT$. Then $\sqrt{\varepsilon(\varepsilon+b)}=(b/2)\sinh t$, and
\begin{align}
\left\langle\sqrt{\varepsilon+b}\right\rangle
&=\frac{2}{\sqrt\pi(kT)^{3/2}}\int_0^\infty
\sqrt{\varepsilon(\varepsilon+b)}\,e^{-\varepsilon/kT}d\varepsilon\\
&=\frac{2}{\sqrt\pi(kT)^{3/2}}\frac{b^2}{4}e^z
\int_0^\infty\sinh^2t\,e^{-z\cosh t}dt
=\frac{b}{\sqrt{\pi kT}}e^zK_1(z).
\end{align}
The last step integrates by parts, which turns the integral into $z^{-1}\int_0^\infty\cosh t\,e^{-z\cosh t}dt=K_1(z)/z$, with $K_1$ the modified Bessel function. For a threshold, $b=-c<0$, the integral starts at $\varepsilon=c$. Shifting the variable by $c$ restores the same integral times $e^{-c/kT}$, so the mean is $(c/\sqrt{\pi kT})\,e^{-c/2kT}K_1(c/2kT)$.

For absorption $c=h-\hbar\omega=12$ meV, and for emission $c=h+\hbar\omega=68$ meV. Take a rough Gamma--Delta coupling of $1\times10^9$ eV/cm, the same phonon energy, and a Delta density-of-states mass of $0.484\,m_e$. Relative to L, the prefactor is larger by
\begin{equation}
\left(\frac{10}{4.2}\right)^2\frac64
\left(\frac{0.484}{0.2203}\right)^{3/2}\simeq28 .
\end{equation}
The thresholds remove much of this advantage, but the mean rate into Delta is still 16 ps$^{-1}$, against 4.5 ps$^{-1}$ into L. The inverse of the summed mean rates is 0.05 ps. With the Delta edge 60 meV above Gamma, it is 0.08 ps. These times describe the initial loss from a Maxwell population; later the distribution may change and the decay need not be exponential. They are not mean survival times. If the electrons keep their energies, those near the Gamma edge leave more slowly and the mean survival time is longer than the inverse of the mean rate.

The 0.25 ps result therefore belongs to an electron at the Gamma edge. In this model it is not the lifetime of a thermal Gamma population.

\section*{The model beside real germanium}

The masses, density, phonon energy and band separations are rough typical values for germanium near room temperature. The coupling to Delta is especially uncertain, so the times of the preceding section are estimates of size. In a device, electrons enter Gamma with a spread of energies. Of the effects estimated here, this spread matters most, mainly because it opens the Delta channel. With the assumed Delta coupling, the initial loss rate of a Maxwell population is about three to five times the rate of an edge electron for the two Delta positions. The Delta part scales as the square of that uncertain coupling and falls as the Delta edge is raised. Transfer to L alone rises only from 3.96 to 4.51 ps$^{-1}$, by 14\%.

The other estimated effects are smaller. If the L band obeys $E(1+\alpha E)=\hbar^2k^2/2m$ along each axis, then $\nu\propto[E(1+\alpha E)]^{3/2}$, and differentiation replaces $\sqrt E$ in \eqref{eq:dos} by $\sqrt{E(1+\alpha E)}\,(1+2\alpha E)$. With $\alpha=0.3$ eV$^{-1}$ and $D$ fixed, the rate rises by 10\% and the lifetime becomes 0.23 ps.

Filled final states multiply each partial rate by $1-f$, with $f$ their occupation. At an electron density of $10^{19}$ cm$^{-3}$ in parabolic L valleys, with the band separations held fixed, the Fermi level is 8 meV above the L edge and the transfer rate falls by 1.3\%; with $\alpha=0.3$ eV$^{-1}$ these become 7 meV and 1.2\%. The width $\hbar/\tau=2.6$ meV is small beside the final energy of 112 meV, which supports the use of sharp energies in the golden rule for transfer to L. The support does not extend to the Delta rates. With the Delta edge 40 meV above Gamma, $\hbar$ times the mean loss rate is about 14 meV, comparable with the 12 meV threshold, so a sharp threshold is only a rough description there. Phonon dispersion, the wavevector dependence of $D$, a nonequilibrium phonon population, the nonparabolicity of the Gamma valley and two-phonon transfer through virtual Delta states are left out. The last of these can act even on an electron at the Gamma edge. It can end in L or, if the Delta edge lies less than $2\hbar\omega=56$ meV above Gamma, in Delta itself. Its size depends on the uncertain Delta couplings and is not estimated here; a change of the rate by ten percent or more is not excluded. The numerical output lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 300 K
Thermal energy kT: 25.852 meV
Gamma edge above L edge: 0.14 eV
Phonon energy: 28 meV
Phonon angular frequency: 4.2539e+13 rad/s
Coupling Gamma-L: 4.2e+08 eV/cm
Coupling Gamma-L in SI: 6.7291e-09 J/m
Mass density: 5.32 g/cm3
L longitudinal mass: 1.59 m_e
L transverse mass: 0.082 m_e
L density-of-states mass per valley: 0.2203 m_e
Number of L valleys: 4
Phonon occupation N: 0.51183
Final energy after absorption: 0.168 eV
Final energy after emission: 0.112 eV
DOS after absorption, per spin and valley: 1.4435e+20 1/(eV cm3)
DOS after emission, per spin and valley: 1.1786e+20 1/(eV cm3)
Absorption rate, four valleys: 1.1595 1/ps
Emission rate, four valleys: 2.7964 1/ps
Total rate: 3.9558 1/ps
LIFETIME: 0.25279 ps
Total rate from explicit k sum: 3.9553 1/ps
Lifetime if only one L valley counted: 1.0112 ps
Lifetime at zero temperature, same bands: 0.54064 ps
Lifetime, Gamma-L separation 0.13 eV: 0.26364 ps
Lifetime, Gamma-L separation 0.15 eV: 0.24319 ps
L nonparabolicity alpha: 0.3 1/eV
Lifetime with L nonparabolicity: 0.2303 ps
Nonparabolic rate from explicit k sum: 4.3417 1/ps
Rate increase by nonparabolicity: 9.7648 %
Collisional width hbar/tau: 2.6038 meV
Electron density for filling estimate: 1e+19 cm^-3
Fermi level from L edge at that density: 7.73 meV
Final-state filling after emission: 0.017407
Rate loss by filling: 1.2899 %
Gamma mass: 0.038 m_e
Equilibrium population ratio Gamma/L: 7.9654e-05
Mean return rate from thermal L electrons: 0.00035936 1/ps
Mean Gamma-L rate, thermal Gamma electrons: 4.5115 1/ps
Delta longitudinal mass: 1.35 m_e
Delta transverse mass: 0.29 m_e
Delta density-of-states mass per valley: 0.48422 m_e
Rough coupling Gamma-Delta: 1e+09 eV/cm
Delta edge above Gamma edge: 40 meV
Kinetic energy needed for absorption into Delta: 12 meV
Fraction of thermal Gamma electrons above it: 0.81858
Mean Gamma-Delta rate, Delta edge 40 meV up: 16.039 1/ps
Thermal Gamma lifetime, both channels, 40 meV: 0.04866 ps
Mean Gamma-Delta rate, Delta edge 60 meV up: 8.641 1/ps
Thermal Gamma lifetime, both channels, 60 meV: 0.076031 ps
\end{verbatim}
